# Finite-grid error of the classical harmonic free energy of a crystal, part 2

The problem is the error $f_N-f$ in the classical harmonic free energy per cell of a stable crystal. Here $f$ is for the infinite crystal and $f_N$ for the grid $\mathbf q=\sum_i n_i\mathbf b_i/N$, with the three zero modes at $\Gamma$ dropped. The cell volume is $\Omega$ and the reciprocal basis $\mathbf b_i$. Hartree atomic units are used, $\hbar=1$, $\beta=1/k_BT$.

The mass-weighted dynamical matrix $D(\mathbf q)$ has eigenvalues $\omega_s^2$; $g=\sum_s\ln\beta\omega_s$ and $f=k_BT\langle g\rangle_{\rm BZ}$. Near $\Gamma$, $g=g_{\rm opt}+g_0+g_2+g_4+\dots$, where $g_{\rm opt}$ is the optical sum at $\Gamma$, $g_p$ is homogeneous of degree $p$ for $p\ge2$, and
$$g_0=3\ln(\beta\bar c\,|\mathbf q|)+a(\hat{\mathbf q}).$$
The acoustic matrix $A(\mathbf q)$, with relaxed internal coordinates, has eigenvalues $q^2c_s^2(\hat{\mathbf q})$; "unrelaxed" omits that relaxation. Also $3\ln\bar c=\langle\sum_s\ln c_s\rangle_{\hat{\mathbf q}}$ and $a=\sum_s\ln c_s-3\ln\bar c$.

Put $\mathbf q=\kappa\mathbf y/N$, $\kappa=2\pi/\Omega^{1/3}$. The points $\mathbf y$ form a lattice $L$ of unit cell volume, with dual points $\mathbf r$. Poisson's formula is $\sum_{\mathbf y}\phi=\sum_{\mathbf r}\hat\phi(\mathbf r)$, $\hat\phi(\mathbf r)=\int\phi\,e^{-2\pi i\mathbf y\cdot\mathbf r}d^3y$. With a smooth cutoff $\chi$, equal to 1 near the origin and 0 outside a ball,
$$Z_\rho[u]=\sum_{\mathbf y\neq0}u(\mathbf y)\chi(\mathbf y/\rho)-\int u(\mathbf y)\chi(\mathbf y/\rho)\,d^3y ,$$
$Z[u]=\lim_{\rho\to\infty}Z_\rho[u]$, independent of $\chi$, and $Z[1]=-1$. For smooth $\psi$ of bounded support,
$$\Big|\sum_{\mathbf y}\psi(\mathbf y/s)-\int\psi(\mathbf y/s)\,d^3y\Big|\le C_j\,s^{3-2j}\quad\text{for every }j\ge2.\tag{1}$$
Bounds on $Z_\rho$ follow by splitting $\chi$ into shells of scale $s=\rho,\rho/2,\dots$ and applying (1) to each.

The results are
$$f_N-f=\frac{k_BT}{N^3}\,[\,3\ln N+C\,]+O(N^{-5}),\qquad C=-3\ln(\beta\bar c\kappa)+3\lambda+\alpha,\tag{2}$$
with $\lambda=Z[\ln|\mathbf y|]$, $\alpha=Z[a]$, and
$$\lambda=\tfrac12\Big[\gamma+\ln\pi+\tfrac23-\sum_{\mathbf y\ne0}E_1(\pi y^2)-\sum_{\mathbf r\ne0}(\pi r^2)^{-3/2}\,\Gamma(\tfrac32,\pi r^2)\Big].\tag3$$
$\Gamma(\mu,z)$ is the upper incomplete gamma function. For fcc, $\lambda=1.1376262$. Higher terms add $c_2N^{-2}+c_4N^{-4}+\dots$ to the bracket in (2), with $c_p=\kappa^pZ[g_p]$.

The quantum free energy adds $k_BT\,h$ per mode, $h=\ln[\sinh(\beta\omega/2)/(\beta\omega/2)]$; (2) still holds as $N\to\infty$ at fixed $T$.

A diamond-structure test model has first- and second-neighbour springs of $0.02$ and $0.005$ hartree/bohr².

**(f) Do the same for $\alpha$.**

*Solution.* $A$ is quadratic in $\mathbf q$, so $a$ is even, and it has zero mean. Its spherical-harmonic components are $a_l(\hat{\mathbf u})=(2l+1)\langle a(\hat{\mathbf u}')P_l(\hat{\mathbf u}\cdot\hat{\mathbf u}')\rangle_{\hat{\mathbf u}'}$ with even $l\ge2$, and $H(\mathbf y)=|\mathbf y|^la_l(\hat{\mathbf y})$ is a harmonic polynomial of degree $l$.

The transform of $He^{-\pi ty^2}$ follows by completing the square, $-\pi ty^2-2\pi i\mathbf y\cdot\mathbf r=-\pi t(\mathbf y+i\mathbf r/t)^2-\pi r^2/t$, and shifting each contour, which is allowed for a polynomial times a Gaussian:
$$\int H\,e^{-\pi ty^2-2\pi i\mathbf y\cdot\mathbf r}d^3y=e^{-\pi r^2/t}\int H(\mathbf y-i\mathbf r/t)\,e^{-\pi ty^2}d^3y .$$
The average of $H(\mathbf y+\mathbf w)$ over a sphere $|\mathbf y|=$ const is $H(\mathbf w)$ by the mean-value property of harmonic functions. Both sides are polynomials in $\mathbf w$, so this holds for complex $\mathbf w$. The integral is $t^{-3/2}H(-i\mathbf r/t)$, and the transform is $(-1)^{l/2}t^{-l-3/2}H(\mathbf r)e^{-\pi r^2/t}$ for even $l$.

From the gamma integral, $|\mathbf y|^{-l}=\pi^{l/2}\Gamma(l/2)^{-1}\int_0^\infty t^{l/2-1}e^{-\pi ty^2}dt$. Choose a spherical $\chi$, so the integral term of $Z_\rho$ vanishes by $\langle a_l\rangle=0$. For $t\le1$ a shell contributes at most $Cs^{\,l+3-2j}$ uniformly in $t$, so $Z_\rho[He^{-\pi ty^2}]$ is bounded; for $t\ge1$ it decays exponentially. The limit passes under the integral:
$$Z[a_l]=\frac{\pi^{l/2}}{\Gamma(l/2)}\int_0^\infty t^{l/2-1}\sum_{\mathbf y\ne0}H(\mathbf y)\,e^{-\pi ty^2}dt .$$
For $t>1$, $\int_1^\infty t^{l/2-1}e^{-zt}dt=z^{-l/2}\Gamma(l/2,z)$ with $z=\pi y^2$; the factor $(\pi y^2)^{-l/2}$ cancels $\pi^{l/2}|\mathbf y|^l$. For $t<1$, Poisson's formula (with $H(0)=0$ on both sides) and $v=1/t$ give $\int_0^1t^{-l/2-5/2}e^{-z/t}dt=\int_1^\infty v^{(l+1)/2}e^{-zv}dv=z^{-(l+3)/2}\Gamma(\tfrac{l+3}2,z)$ with $z=\pi r^2$, and $\pi^{l/2}r^l(\pi r^2)^{-(l+3)/2}=\pi^{-3/2}r^{-3}$. With $Q(\mu,z)=\Gamma(\mu,z)/\Gamma(\mu)$,
$$Z[a_l]=\sum_{\mathbf y\ne0}a_l(\hat{\mathbf y})\,Q(\tfrac l2,\pi y^2)+(-1)^{l/2}\frac{\Gamma(\frac{l+3}2)}{\pi^{3/2}\Gamma(\frac l2)}\sum_{\mathbf r\ne0}\frac{a_l(\hat{\mathbf r})}{r^3}\,Q(\tfrac{l+3}2,\pi r^2).\tag4$$
Then $\alpha=\sum_lZ[a_l]$. The sum converges and may be taken term by term: $a=\frac12\ln\det A(\hat{\mathbf q})-3\ln\bar c$ is analytic on the sphere, so the $a_l$ fall exponentially, while by (1) $Z[u]$ is bounded by a fixed number of derivatives of $u$, each costing one power of $l$. An elastically isotropic crystal has $\alpha=0$. Under cubic symmetry $a_2=0$, since the only invariant quadratic form is $y^2$. The program tests (4) against a direct cutoff sum, and against (3) by treating $\ln|S\mathbf y|$ once as $\ln|\mathbf y|$ plus an angular function and once as the plain logarithm on the sheared lattice $SL$.

**(g) Which frequency, assigned to the three zero modes, removes the $N^{-3}$ error? What is left if $g_0$ is instead averaged over a sphere with the volume of one mesh cell? What changes on a shifted grid?**

*Solution.* Adding $3k_BTN^{-3}\ln\beta\omega_{\rm eff}$ to $f_N$ cancels (2) if $3\ln\beta\omega_{\rm eff}=3\ln(\beta\bar c\kappa)-3\ln N-3\lambda-\alpha$, that is
$$\omega_{\rm eff}=\frac{\bar c\,\kappa}{N}\,e^{-\lambda-\alpha/3}.\tag5$$
It is independent of temperature and needs only the lattice and the relaxed sound speeds.

The sphere has radius $\rho_0=(3/4\pi)^{1/3}=0.620350$ in $\mathbf y$. With $|\mathbf y|=\rho_0\sigma$, $3\int_0^1\sigma^2\ln\sigma\,d\sigma=-\frac13$, so the mean of $\ln|\mathbf y|$ is $\ln\rho_0-\frac13$, and the mean of $a$ is zero. The added term is $k_BTN^{-3}[3\ln(\beta\bar c\kappa/N)+3\ln\rho_0-1]$. Summed with (2), it leaves $k_BTN^{-3}[3\lambda+\alpha+3\ln\rho_0-1]$. The logarithm is gone but a constant stays. To see where it comes from, write $f$ as a sum of averages over the mesh cells. The sphere stands in for the missing central cell only. What stays, to this order, is the sum over all other grid points of $g$ minus its average over that point's cell, plus the difference between the average over the sphere and that over the actual central cell. The first sum is not confined to the neighbourhood of $\Gamma$: its terms involve second derivatives of $g_0$ and fall only as $1/y^2$, so the partial sums grow with the radius, and the total stays finite because it runs over the whole zone of the periodic $g$. Formula (5) includes both parts through $\lambda$ and $\alpha$.

On the grid $\mathbf y+\boldsymbol\delta$ with $\boldsymbol\delta\notin L$, Poisson's formula gains phases $e^{2\pi i\mathbf r\cdot\boldsymbol\delta}$, which leave (1) intact. No point is missing, so $Z_\delta[1]=0$, all constants in $g_0$ drop out, and
$$f_N-f=\frac{k_BT}{N^3}\,Z_\delta\big[3\ln|\mathbf y|+a\big]+O(N^{-5}).$$
There is no logarithm, but in general an $N^{-3}$ term remains. A supercell with periodic boundary conditions does not have this choice, since its grid contains $\Gamma$.

**(h) Apply the result to an fcc model with nearest-neighbour springs: cube edge $a_0=7$ bohr, $k=0.02$ hartree/bohr², $M=60$ u $=109373.3\,m_e$, $T=600$ K.**

*Solution.* The parameters are round model values. Pairing the twelve neighbours $\pm\mathbf R$ and using $2(1-\cos x)=4\sin^2(x/2)$,
$$D=\frac{4k}M\sum_{6\ \rm pairs}\hat{\mathbf R}\hat{\mathbf R}^T\sin^2(\mathbf q\cdot\mathbf R/2),\qquad A=\frac kM\sum_{6\ \rm pairs}\hat{\mathbf R}\hat{\mathbf R}^T(\mathbf q\cdot\mathbf R)^2 .$$
The pairs $\frac{a_0}2(1,\pm1,0)$ have $\hat R_x^2=\frac12$, $\hat R_x\hat R_y=\pm\frac12$. They give $\frac12\frac{a_0^2}4[(q_x+q_y)^2+(q_x-q_y)^2]=\frac{a_0^2}4(q_x^2+q_y^2)$ to the $xx$ sum and $\frac12\frac{a_0^2}4\,4q_xq_y$ to the $xy$ sum. Adding the $xz$ pairs and multiplying by the density $\varrho=M/\Omega=4M/a_0^3$,
$$\varrho A_{xx}=\frac k{a_0}(2q_x^2+q_y^2+q_z^2),\qquad\varrho A_{xy}=\frac{2k}{a_0}q_xq_y .$$
In the cubic notation $\varrho A_{xx}=C_{11}q_x^2+C_{44}(q_y^2+q_z^2)$, $\varrho A_{xy}=(C_{12}+C_{44})q_xq_y$, this is $C_{11}=2k/a_0=5.714\times10^{-3}$ and $C_{12}=C_{44}=k/a_0=2.857\times10^{-3}$ hartree/bohr³, with $\varrho=1275.49\,m_e$/bohr³. At $\mathbf q=(2\pi/a_0,0,0)$ four pairs each give $4k\cdot\frac12$ to $MD_{xx}$, so $\omega=\sqrt{8k/M}=1.2095\times10^{-3}$ hartree and $\beta\omega=0.6365$ for $k_BT=1.900087\times10^{-3}$ hartree.

With $\Omega=85.75$ bohr³, $\kappa=1.424848$ bohr⁻¹, and the angular average gives $\bar c=1.588854\times10^{-3}$ atomic units of velocity. Then
$$\beta\bar c\kappa=\frac{1.588854\times1.424848}{1.900087}=1.191459,\qquad-3\ln(\beta\bar c\kappa)=-0.525536 .$$
The terms of (4) for $l=4,6,8,10,12$ are $-0.128516$, $0.138765$, $-0.104227$, $0.006136$, $-0.006158$. They add to $-0.094000$, and the full series gives $\alpha=-0.093842$ (cutoff sum $-0.093840$). The first three terms are of similar size and mixed sign, so the lowest cubic harmonic alone does not give $\alpha$ here. Hence
$$C=-0.525536+3\times1.1376262-0.093842=2.793501,$$
and $N\omega_{\rm eff}=\bar c\kappa\times0.330765=7.48812\times10^{-4}$ hartree. The digits serve the comparison with the grid sums, not any material.

The reference value comes from Gauss quadrature on pyramids with apex at $\Gamma$, with the logarithm integrated exactly, and uses neither a uniform grid nor $\lambda$ and $\alpha$: $\langle g\rangle=-2.6416972$, $f=-5.019454\times10^{-3}$ hartree $=-136.586$ meV per cell. This is the classical value. The leading quantum shift, from $h\approx(\beta\omega)^2/24$ and $\langle{\rm tr}\,D\rangle=12k/M$, is $k_BT\,\beta^2(12k/M)/24\approx1.3$ meV per cell, larger than the grid error at $N=8$; by (d) it changes $f$ but leaves $f_N-f$ essentially unchanged at this temperature. For $N=8$ the prediction is
$$\frac{1.900087\times10^{-3}}{512}\,(6.238325+2.793501)=3.35181\times10^{-5}\ \text{hartree}.$$
All entries below are in hartree per cell; the residual is the error minus the prediction.

| $N$ | $f_N-f$ | predicted | residual |
|---|---|---|---|
| 4 | $1.95048\times10^{-4}$ | $2.06408\times10^{-4}$ | $-1.136\times10^{-5}$ |
| 8 | $3.32354\times10^{-5}$ | $3.35181\times10^{-5}$ | $-2.826\times10^{-7}$ |
| 16 | $5.14645\times10^{-6}$ | $5.15439\times10^{-6}$ | $-7.940\times10^{-9}$ |
| 24 | $1.69339\times10^{-6}$ | $1.69442\times10^{-6}$ | $-1.029\times10^{-9}$ |
| 48 | $2.47497\times10^{-7}$ | $2.47529\times10^{-7}$ | $-3.188\times10^{-11}$ |

At $N=4$ the error falls from $5.31$ meV to $-0.31$ meV, about 6% of the raw error in size; at $N=8$ from $0.904$ meV to $-0.0077$ meV, under 1% of it. Removing only the logarithm at $N=8$ leaves $8.955669-6.238325=2.717$ out of $8.956$ in units of $k_BT/N^3$, or 30% of the raw error.

Let $B_N=N^3(f_N-f)/k_BT-3\ln N=C+c_2N^{-2}+c_4N^{-4}+\dots$ as in (c). The printed $B_N-C$ times $N^2$ are $-6.12$, $-4.87$, $-4.38$, $-4.31$, $-4.28$ for the five grids, settling toward $c_2$. The tested order of the residual between $N=24$ and $48$ is $5.013$. The tested slope of $N^3(f_N-f)/k_BT$ against $\ln N$ on the same pair is $3.00813$; its excess over 3 is $(7.490-1.856)\times10^{-3}/\ln2=0.0081$, the change in $B_N-C$. The combination $(4B_{2N}-B_N)/3$ cancels $c_2$ and leaves $c_4(4-16)/[3(2N)^4]=-4c_4/(2N)^4$; for $N=24$ it gives $2.793523$ against $C=2.793501$.

In the diamond model this two-grid combination misses the relaxed $C$ by $3.075\times10^{-4}$ for grids 16 and 32 and by $5.890\times10^{-5}$ for 24 and 48, a ratio of $5.2$ against $1.5^4=5.06$ for a pure $c_4$ term. An extrapolation through three grids, which also cancels $c_4$, gives $4.707754$, equal to the relaxed formula to the printed digits and far from the unrelaxed $4.293758$. This test covers the cancellation of $g_{\rm opt}=-3.003007$ in (d) as well.

For the fcc model the sphere recipe leaves $3.412879-0.093842+3\ln0.620350-1=0.8866$ in units of $k_BT/N^3$; the grid at $N=48$ gives $0.88477$, lower by the residual $B_{48}-C$. On the grid shifted by half a step along each $\mathbf b_i$, $N^3(f_N-f)/k_BT$ is $0.09518$ at $N=24$ and $0.09554$ at $N=48$, against $Z_\delta=0.09566$ from a direct cutoff sum. The $\Gamma$-centred values before correction are $12.32$ and $14.41$.

## Values computed for the example and the checks

```
a = 7.0 bohr, k = 0.02 hartree/bohr^2, M = 60.0 u = 109373.3 m_e
T = 600.0 K, kT = 1.900087e-03 hartree
Omega = 85.7500 bohr^3, kappa = 1.424848 1/bohr, rho = 1275.490 m_e/bohr^3
C11 = 5.714286e-03, C12 = C44 = 2.857143e-03 hartree/bohr^3
omega_max = sqrt(8k/M) = 1.20950e-03 hartree, beta*omega_max = 0.6365
cbar = 1.588854e-03 a.u. of velocity
beta cbar kappa = 1.191459, -3 ln of it = -0.525536
lambda: theta formula 1.1376262, cutoff sum 1.1376261; simple cubic 1.1109537
Z[a_l], l=4,6,8,10,12: -0.128516, 0.138765, -0.104227, 0.006136, -0.006158
alpha: harmonic series -0.093842, cutoff sum -0.093840; Z[1] = -1.00000000
C: formula 2.793501, grid extrapolation 2.793523
N*omega_eff = 7.488119e-04 hartree, exp(-lam-alpha/3) = 0.330765
<g> = -2.6416972302, f = -5.019454401e-03 hartree = -136.58631 meV per cell
N=4: f_N = -4.82440668e-03, f_N-f = 1.95048e-04 hartree
  predicted 2.06408e-04, after correction -1.136e-05 hartree
  N^3 err/kT = 6.569728, 3 ln N = 4.158883, minus 3lnN+C = -3.827e-01
N=8: f_N = -4.98621895e-03, f_N-f = 3.32354e-05 hartree
  predicted 3.35181e-05, after correction -2.826e-07 hartree
  N^3 err/kT = 8.955669, 3 ln N = 6.238325, minus 3lnN+C = -7.616e-02
N=16: f_N = -5.01430795e-03, f_N-f = 5.14645e-06 hartree
  predicted 5.15439e-06, after correction -7.940e-09 hartree
  N^3 err/kT = 11.094150, 3 ln N = 8.317766, minus 3lnN+C = -1.712e-02
N=24: f_N = -5.01776101e-03, f_N-f = 1.69339e-06 hartree
  predicted 1.69442e-06, after correction -1.029e-09 hartree
  N^3 err/kT = 12.320173, 3 ln N = 9.534161, minus 3lnN+C = -7.490e-03
N=48: f_N = -5.01920690e-03, f_N-f = 2.47497e-07 hartree
  predicted 2.47529e-07, after correction -3.188e-11 hartree
  N^3 err/kT = 14.405248, 3 ln N = 11.613603, minus 3lnN+C = -1.856e-03
N=4: raw error 5.3075 meV, corrected -0.30914 meV
N=8: raw error 0.9044 meV, corrected -0.00769 meV
slope of N^3 err/kT in ln N (24,48) = 3.00813; residual order = 5.013
sphere recipe: rho0 = 0.620350, leftover N^3 err/kT formula 0.88662, N=48 0.88477
shifted grid N^3 err/kT: N=24 0.09518, N=48 0.09554, formula 0.09566
diamond model k1 = 0.02, k2 = 0.005 hartree/bohr^2, g_opt(0) = -3.003007
diamond small-q gap in g: relaxed 6.335e-05, 1.585e-05 (q halved); unrelaxed -0.41038
diamond C: three-grid 4.707754, relaxed 4.707754, unrelaxed 4.293758
diamond two-grid C minus relaxed: (16,32) 3.075e-04, (24,48) 5.890e-05
```
